# Phonon localisation lengths in disordered strips by repeated QR factorisation

## The physical question

A narrow strip carries heat between two reservoirs. Its atoms have unequal masses, so lattice waves scatter even without anharmonic forces. Repeated scattering can confine a vibration to part of the strip, and a wave of that frequency then contributes little to heat flow through a much longer sample. The quantity needed is the length over which its amplitude decays.

Take a square lattice that is $N$ sites wide and has free edges. Each site has one scalar displacement, and all nearest-neighbour springs have constant $k$. The masses are independent and identically distributed, with mean $m$ and variance $s^2m^2$. Lengths are measured in lattice spacings $a$, masses in $m$ and frequencies in $\sqrt{k/m}$; these units suit the model better than atomic units. The motion is harmonic, and $\omega>0$.

## From Newton's law to a matrix product

Let $u_n$ contain the $N$ displacements in slice $n$, and let $M_n$ be the diagonal matrix of its masses. For time dependence $e^{-i\omega t}$, Newton's law reads
$$
-\omega^2M_nu_n=u_{n+1}+u_{n-1}-2u_n-Du_n .
$$
Here $D$ is the transverse Laplacian, taken positive: $(Du)_j$ is the sum of $u_j-u_{j'}$ over the neighbours $j'$ in the same slice. Solving for the next slice gives
$$
u_{n+1}=A_nu_n-u_{n-1},\qquad A_n=2+D-\omega^2M_n,
$$
$$
\begin{pmatrix}u_{n+1}\\u_n\end{pmatrix}
=T_n\begin{pmatrix}u_n\\u_{n-1}\end{pmatrix},\qquad
T_n=\begin{pmatrix}A_n&-1\\1&0\end{pmatrix}.
$$
The product $P_L=T_L\cdots T_1$ carries a solution across $L$ slices. If $s_1\ge\dots\ge s_{2N}$ are its singular values, the Lyapunov exponents are
$$
\gamma_i=\lim_{L\to\infty}\frac1L\ln s_i(P_L).
$$
For independent, identically distributed and bounded masses, Oseledets' theorem guarantees that these limits exist and are the same for almost every strip.

Half of the exponents are redundant. With $J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$ and $A_n^T=A_n$,
$$
T_n^TJT_n=
\begin{pmatrix}A_n&1\\-1&0\end{pmatrix}
\begin{pmatrix}1&0\\-A_n&1\end{pmatrix}=J .
$$
Hence $P_L^TJP_L=J$, or $P_L^{-1}=J^{-1}P_L^TJ$. Since $J$ is orthogonal, $P_L^{-1}$ has the singular values of $P_L$. They are also the reciprocals of those of $P_L$, so the exponents form pairs $\pm\gamma_i$. It suffices to find $\gamma_1\ge\dots\ge\gamma_N\ge0$.

The smallest of these controls transmission. Behind the strip, the outgoing and decaying lead solutions span $N$ dimensions. Carried backwards, a generic space of this size grows at the rates $\gamma_1,\dots,\gamma_N$, so each of its vectors grows at least as fast as $e^{\gamma_NL}$, up to factors that are not exponential in $L$. If the field at the entrance is of order one, the field at the exit is therefore at most of order $e^{-\gamma_NL}$. This rate is reached when the slowest direction couples to open lead channels. The amplitude localisation length and the typical transmission are then
$$
\xi=\frac1{\gamma_N},\qquad \mathcal T_{\rm typ}\sim e^{-2L/\xi}.
$$
The factor 2 appears because transmission measures energy flux, which is quadratic in amplitude.

## The clean strip

Without disorder the transverse modes decouple. The free-edge modes $\cos[\pi j(l-\tfrac12)/N]$, with $l=1,\dots,N$ and $j=0,\dots,N-1$, are eigenvectors of $D$ with eigenvalues $\tau_j=2-2\cos(\pi j/N)$. The amplitude of mode $j$ obeys
$$
a_{n+1}+a_{n-1}=2c_ja_n,\qquad c_j=\frac{2+\tau_j-\omega^2}{2}.
$$
Inserting $a_n=\lambda^n$ gives $\lambda+\lambda^{-1}=2c_j$. If $|c_j|<1$, then $\lambda=e^{\pm iq_j}$ with $\cos q_j=c_j$; the channel is open and its exponent is zero. If $|c_j|>1$, then $|\lambda|=e^{\pm\kappa_j}$ with $\kappa_j=\operatorname{arccosh}|c_j|$, and the channel is closed.

For $N=4$ and $\omega=1.2$, the values are $c_j=0.28,\ 0.573,\ 1.28,\ 1.987$. Two channels are open, and the closed ones have exponents $0.732$ and $1.309\,a^{-1}$. These large exponents say nothing about the localisation length, but they dominate the numerical product.

## Why direct multiplication fails

Propagate $N$ independent columns without correction. Each has a component along the fastest-growing direction, which increases as $e^{\gamma_1L}$. The information about the slowest direction has size $e^{\gamma_NL}$, while rounding leaves errors of size $\varepsilon e^{\gamma_1L}$, where $\varepsilon=2.2\times10^{-16}$ in double precision. The two are equal at
$$
L_c=\frac{\ln(1/\varepsilon)}{\gamma_1-\gamma_N}.
$$
Beyond this length a final orthogonalisation recovers rounding noise. Rescaling all columns by a common factor prevents overflow but leaves their relative sizes, and therefore $L_c$, unchanged.

## Repeated QR factorisation

Group $p$ successive transfer matrices into a block $B_r$. Start from a $2N\times N$ matrix $Q_0$ with orthonormal columns, and factorise after each block:
$$
B_rQ_{r-1}=Q_rR_r .
$$
The columns of $Q_r$ are orthonormal, and $R_r$ is upper triangular with a positive diagonal. Using this relation from the right,
$$
B_2B_1Q_0=B_2Q_1R_1=Q_2R_2R_1,
$$
and after $K$ blocks
$$
B_K\cdots B_1Q_0=Q_K\,(R_K\cdots R_1).
$$
A product of upper triangular matrices is upper triangular, and its diagonal elements are the products of the individual ones. In exact arithmetic, the intermediate factorisations therefore give the same diagonal as one factorisation at the end.

To connect this diagonal with the exponents, consider the first $j$ columns of $P_LQ_0$. They span a parallelepiped of volume
$$
\mathcal V_j=\prod_{i=1}^{j}\prod_{r=1}^{K}(R_r)_{ii}.
$$
Write $P_L=USV^T$, and let $q$ contain the first $j$ columns of $Q_0$. The Cauchy–Binet formula gives
$$
\mathcal V_j^2=\sum_I\Big(\prod_{i\in I}s_i^2\Big)\big[\det(V_I^Tq)\big]^2,
$$
where $I$ runs over all sets of $j$ singular directions. The squared determinants sum to $\det(q^Tq)=1$. Keeping one term gives a lower bound, and replacing each product by the largest gives an upper bound:
$$
s_1\cdots s_j\,|\det(V_{1\ldots j}^Tq)|\le\mathcal V_j\le s_1\cdots s_j .
$$
For a random start the determinant is nonzero with probability one. When $\gamma_j>\gamma_{j+1}$, the leading right singular space converges, so the logarithm of the determinant stays bounded as $L$ grows. Therefore $L^{-1}\ln\mathcal V_j\to\gamma_1+\dots+\gamma_j$. Subtracting the result for $j-1$ gives
$$
\gamma_i=\lim_{K\to\infty}\frac1{Kp}\sum_{r=1}^{K}\ln(R_r)_{ii}.
$$

The calculation is then as follows.

1. Choose random orthonormal columns and propagate them by $u_{n+1}=A_nu_n-u_{n-1}$.
2. Every $p$ slices, replace the columns by $Q_r$.
3. Discard the logarithms from an initial stretch, then add $\ln(R_r)_{ii}$.
4. Divide by the retained length, average over independent strips, and invert $\gamma_N$.

## Three sources of error

**Rounding within a block.** The columns start orthonormal and reach a condition number of about
$$
\chi_p\simeq e^{(\gamma_1-\gamma_N)p}.
$$
When the large common part of two nearly parallel columns is subtracted, the remainder is smaller by up to $\chi_p$, while its absolute rounding error is not. Its relative error is thus at most of order $\varepsilon\chi_p$. Modified Gram–Schmidt, which removes each completed direction from all remaining columns at once, is adequate when $\varepsilon\chi_p\ll1$. A larger $p$ saves factorisations at the cost of digits.

**Memory of the initial columns.** The space spanned by the first $j$ columns approaches its long-run behaviour roughly as $e^{-(\gamma_j-\gamma_{j+1})n}$. To isolate $\gamma_N$, the spaces with $j=N-1$ and $j=N$ must both have settled. The relevant gaps are $\gamma_{N-1}-\gamma_N$ and, because of the pairing, $\gamma_N-(-\gamma_N)=2\gamma_N$. Discarding a stretch that is long compared with the inverse of the smaller gap removes this memory.

**Finite sampling.** Each strip gives one estimate of $\gamma_N$. The scatter among $S$ independent strips, divided by $\sqrt S$, is the standard error $\delta\gamma$. Since $\xi=1/\gamma_N$, small errors propagate as $\delta\xi=\delta\gamma/\gamma_N^2$. The next calculation also predicts $\delta\gamma$ for weak disorder.

## Weak disorder with one open channel

Below the first transverse threshold, only the uniform mode is open. Write each mass as $1+\delta_{nj}$. Projection on the uniform mode leaves the average
$$
\eta_n=\frac1N\sum_{j=1}^N\delta_{nj},\qquad \langle\eta_n^2\rangle=\frac{s^2}{N}.
$$
Closed modes are excited at first order in $\delta$ and act back on the uniform mode at second order. The mean of this back-action shifts the wave number, and its fluctuations affect the growth rate beyond order $s^2$. To leading order,
$$
a_{n+1}+a_{n-1}-2\cos q\,a_n=-v_na_n,\qquad v_n=\omega^2\eta_n,
$$
with $2\cos q=2-\omega^2$.

For real $a_n$, define $z_n=a_n-e^{-iq}a_{n-1}$. Substituting the equation of motion gives
$$
z_{n+1}=e^{iq}a_n-a_{n-1}-v_na_n=e^{iq}z_n-v_na_n .
$$
Set $e^{iq}z_n=\rho_ne^{i\theta_n}$. Its imaginary part is $a_n\sin q$, so $a_n=\rho_n\sin\theta_n/\sin q$. With $w_n=v_n/\sin q$,
$$
\frac{|z_{n+1}|^2}{\rho_n^2}
=|1-w_n\sin\theta_n\,e^{-i\theta_n}|^2
=1-w_n\sin2\theta_n+w_n^2\sin^2\theta_n .
$$
Since $|z_{n+1}|=\rho_{n+1}$, expansion of half the logarithm to second order yields
$$
\ln\frac{\rho_{n+1}}{\rho_n}\simeq
-\frac{w_n}{2}\sin2\theta_n+\frac{w_n^2}{2}\sin^2\theta_n
-\frac{w_n^2}{4}\sin^22\theta_n .
$$
The phase $\theta_n$ depends on earlier masses alone, so the linear term has zero mean. For a uniformly distributed phase, both squared sines average to $1/2$. The mean is $\langle w^2\rangle(1/4-1/8)=\langle w^2\rangle/8$. Finally,
$$
\sin^2q=1-\left(1-\frac{\omega^2}{2}\right)^2
=\omega^2\left(1-\frac{\omega^2}{4}\right),
$$
$$
\boxed{\gamma_N\simeq\frac{s^2\omega^2}{8N(1-\omega^2/4)}}.
$$

The length diverges as $\omega^{-2}$ at low frequency, where a slowly varying displacement puts little inertial force on the mass differences. At $\omega=0$, uniform translation solves the equation for any masses, and $\gamma_N=0$. At fixed frequency in the one-channel regime, widening the strip averages the mass fluctuations. For weak disorder, $\xi$ then increases in proportion to $N$.

The phase average needs care. Clean propagation advances $\theta$ by $q$ per slice, so the oscillating parts of the two squared sines advance by $2q$ and $4q$. They average out if the phase turns fully before disorder changes it appreciably. Modulo $2\pi$, both parts hardly advance near $q=\pi$, and the second hardly advances near $q=\pi/2$. The formula should not be used near these points, nor near a transverse threshold, where a closed mode responds strongly. The limit $q\to0$ is safe. There $q\simeq\omega$, while disorder changes the phase by a random amount of order $w_n\sim s\omega/\sqrt N$ per slice. Over the roughly $2\pi/\omega$ slices of one turn these changes add up to a phase of order $s\sqrt{\omega/N}$, which vanishes with $\omega$.

The linear term also gives the leading variance per slice,
$$
\frac{\langle w^2\rangle}{4}\langle\sin^22\theta\rangle
=\frac{\langle w^2\rangle}{8}=\gamma_N .
$$
Linear terms from different slices are uncorrelated, because the later mass fluctuation has zero mean and is independent of everything before it. For total retained length $\Lambda$, added over all strips,
$$
\delta\gamma\simeq\sqrt{\frac{\gamma_N}{\Lambda}},\qquad
\frac{\delta\gamma}{\gamma_N}\simeq\frac1{\sqrt{\gamma_N\Lambda}} .
$$
A fixed relative accuracy thus requires a fixed number of localisation lengths, and low frequencies need long samples.

## A worked calculation

Let the masses be uniform between $0.4m$ and $1.6m$. Then $s^2=0.6^2/3=0.12$. Take $N=4$, $\omega=1.2$ and $p=8$.

The collapse is visible in one strip of 120 slices. The table gives the logarithms of the diagonal elements for the same masses and initial columns. The reference values come from ratios of parallelepiped volumes, computed as square roots of Gram determinants in 500-digit arithmetic.

| Method | $i=1$ | $i=2$ | $i=3$ | $i=4$ |
|---|---:|---:|---:|---:|
| 500 digits | 155.87 | 86.76 | 6.25 | 2.97 |
| QR every 8 slices | 155.87 | 86.76 | 6.25 | 2.97 |
| one final QR | 155.87 | 120.97 | 119.52 | 119.27 |

Repeated QR in double precision differs from the reference by at most $1.0\times10^{-12}$. With one final QR, the last three entries lie near $155.87-\ln(1/\varepsilon)=119.83$, the rounding floor expected from the argument above. The last entry would suggest a decay length of $120/119.27\simeq1.0\,a$, which is an artefact of the arithmetic.

For the exponents themselves, 300 strips were used, each with 1600 slices discarded and 8000 retained:
$$
\gamma_1=1.3054,\quad \gamma_2=0.7063,\quad
\gamma_3=0.0317,\quad \gamma_4=0.0154\quad(a^{-1}).
$$
The standard error of $\gamma_4=0.01544\,a^{-1}$ is $0.00008\,a^{-1}$, so
$$
\xi=\frac1{0.01544}\,a=64.8\,a,\qquad
\delta\xi=\frac{0.00008}{0.01544^2}\,a\simeq0.3\,a .
$$
The first two exponents remain close to those of the clean closed channels. The last two, zero in the clean strip, are produced by disorder.

The error estimates can now be evaluated. For direct multiplication, the estimated length at which the fourth direction is lost is $L_c=36.04/(1.3054-0.0154)\simeq28$ slices, less than half of $\xi$. The estimate for one block is $\chi_8\simeq3.0\times10^4$, so $\varepsilon\chi_8\simeq7\times10^{-12}$; individual blocks scatter about this estimate by a factor of several. The smaller relaxation gap is $\gamma_3-\gamma_4=0.0163\,a^{-1}$, and the discarded stretch reduces the initial memory by roughly $e^{-26}$. Sampling therefore dominates the error.

## Transmission as a second route

The same length can be obtained from a scattering calculation. Attach clean leads to both ends. Let $\Lambda_{\rm w}$ be the matrix that multiplies each transverse mode by its $\lambda_j$, with $\lambda_j=e^{iq_j}$ and $0<q_j<\pi$ for open modes, and $|\lambda_j|<1$ for closed ones. A unit wave entering in open mode $\phi_i$, normalised to $\phi_i^T\phi_i=1$, gives in the last lead slice
$$
u_0=\phi_i+\Lambda_{\rm w}(u_1-e^{iq_i}\phi_i)
=\Lambda_{\rm w}u_1+(1-e^{2iq_i})\phi_i .
$$
Eliminating $u_0$ from the equation for slice 1 adds $\Lambda_{\rm w}$ to its diagonal block and leaves the source $(e^{2iq_i}-1)\phi_i=2i\sin q_i\,e^{iq_i}\phi_i$ on the right. The other end also acquires $\Lambda_{\rm w}$, without a source. If $G$ is the block of the inverse matrix linking slice 1 to slice $L$, the transmitted amplitude in mode $f$ has modulus $2\sin q_i|\phi_f^TG\phi_i|$.

Energy flux is proportional to $\operatorname{Im}(a_n^*a_{n+1})=|a|^2\sin q$. Weighting by the flux ratio $\sin q_f/\sin q_i$ and summing over open modes gives
$$
\mathcal T=\sum_{f,i}4\sin q_f\sin q_i|\phi_f^TG\phi_i|^2
=\operatorname{Tr}(\Gamma G\Gamma G^\dagger),
$$
where $\Gamma=\sum_i2\sin q_i\,\phi_i\phi_i^T$. The block $G$ was built by eliminating slices one after another, with its norm removed periodically and stored as a logarithm.

For 300 strips, the mean of $\ln\mathcal T$ was $-16.79$ at $L=600\,a$ and $-54.13$ at $L=1800\,a$. Half the decay rate is
$$
\frac{-16.79+54.13}{2(1800-600)}\,a^{-1}=0.01556\,a^{-1},
$$
with standard error $0.00022\,a^{-1}$. This agrees with $\gamma_4=0.01544\,a^{-1}$ within the sampling error. The difference between two lengths removes the constant contribution from the contacts.

## Frequency, width and heat flow

The one-channel formula can be compared with QR results from 300 strips, each with 3000 slices discarded and 12,000 retained. Rates are in $10^{-3}a^{-1}$.

| $N$ | $\omega$ | QR | Formula |
|---:|---:|---:|---:|
| 1 | 0.4 | $2.506\pm0.027$ | 2.500 |
| 2 | 0.4 | $1.257\pm0.020$ | 1.250 |
| 4 | 0.4 | $0.604\pm0.013$ | 0.625 |
| 4 | 0.6 | $1.483\pm0.021$ | 1.484 |

In the third row, the predicted sampling error is $\sqrt{0.000625/(300\times12000)}=1.3\times10^{-5}a^{-1}$, equal to the observed error at the digits shown.

At $N=4$, the last row gives $\xi=1/0.001483\,a\simeq670\,a$ for $\omega=0.6$, with a standard error of about $10\,a$. The length is $64.8\,a$ at $\omega=1.2$, $10.4\,a$ at $1.8$ and $3.6\,a$ at $2.4$. The fall between these points is not monotonic: $\xi$ dips near the first transverse threshold, $\omega\simeq0.765$, and rises again above it before falling further. At fixed $\omega=1.2$, widths $N=1,2,4,8$ give $29.4,\ 52.4,\ 64.8$ and $85.3\,a$. The values not quoted earlier used 1600 discarded and 4000 retained slices in each of 300 strips. For $N=2$, which still has one open channel, the weak-disorder formula gives $\gamma_2=0.0169\,a^{-1}$ and $\xi\simeq59\,a$, about 13% above the computed length. Leading order is no longer accurate there. Four widths do not determine the limit of an infinite plane.

The low-frequency law has a consequence for heat conduction. Suppose that clean leads match the mean lattice and that the average transmission depends on length through $\gamma_NL$, as $\mathcal T=f(\gamma_NL)$. In the classical high-temperature limit, the conductance of a long strip is
$$
\mathcal G=\frac{k_B}{2\pi}\int_0^\infty f\!\left(\frac{s^2\omega^2L}{8N}\right)d\omega
=\frac{k_B}{2\pi}\sqrt{\frac{8N}{s^2L}}\int_0^\infty f(x^2)\,dx .
$$
Thus $\mathcal G\propto L^{-1/2}$, and the conductivity, proportional to $\mathcal GL$ at fixed width, grows as $L^{1/2}$. Low-frequency waves with $\xi>L$ keep the strip conducting although every fixed nonzero frequency considered here is localised. Other contacts can add a frequency dependence of their own. Pinned end atoms, for example, reflect low-frequency waves, and $\mathcal T$ is then no longer a function of $\gamma_NL$ alone. Anharmonic scattering introduces another length. In both cases the scaling needs a separate calculation. The law also rests on one scalar displacement per site; a free-standing ribbon has bending branches with $\omega\propto q^2$, to which the formula for $\gamma_N$ does not apply.
